\section*{Inner products, traces and projectors for PAW pseudo orbitals}

\section{Norms and overlaps}

\textbf{Q.} The PAW map $T$ takes each pseudo orbital to its all-electron orbital, $|\psi_n\rangle=T|\tilde\psi_n\rangle$, and loses no information. I therefore treat it as a change of basis. The $\psi_n$ are orthonormal, so I take the $\tilde\psi_n$ to be orthonormal too, and I build projectors and traces from them in the usual way. Is anything wrong with that?

\textbf{A.} Losing no information means that $T$ is invertible. Preserving inner products is a stronger demand. Write
\begin{equation}
T=1+D,\qquad D=\sum_i|\Delta_i\rangle\langle\tilde p_i|,\qquad
|\Delta_i\rangle=|\phi_i\rangle-|\tilde\phi_i\rangle .
\end{equation}
The partial waves $\phi_i$ and their smooth partners $\tilde\phi_i$ agree outside the augmentation sphere. The projector functions $\tilde p_i$ live inside it and obey $\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}$. For any two pseudo functions,
\begin{equation}
\langle Tf|Tg\rangle=\langle f|T^\dagger T|g\rangle=\langle f|S|g\rangle,\qquad S\equiv T^\dagger T .
\end{equation}
Orthonormality of the $\psi_n$ thus says
\begin{equation}
\langle\tilde\psi_m|S|\tilde\psi_n\rangle=\delta_{mn}.
\label{orth}
\end{equation}
The plain relation would follow for all states only if $S=1$.

\textbf{Q.} Is $T$ at least guaranteed to be invertible?

\textbf{A.} It is if the matrix $M_{ij}=\langle\tilde p_i|\phi_j\rangle$ is nonsingular. Try $T^{-1}=1-\sum_{ij}|\Delta_i\rangle(M^{-1})_{ij}\langle\tilde p_j|$. Since $\langle\tilde p_i|\Delta_j\rangle=M_{ij}-\delta_{ij}$,
\begin{equation}
TT^{-1}=1+\sum_{ij}|\Delta_i\rangle\left[1-M^{-1}-(M-1)M^{-1}\right]_{ij}\langle\tilde p_j|=1,
\end{equation}
because the bracket vanishes. In the other order the bracket is $1-M^{-1}-M^{-1}(M-1)=0$ as well.

\textbf{Q.} How far from orthonormal are the pseudo orbitals in an actual case?

\textbf{A.} Take the $s$ channel of the nonrelativistic hydrogen atom with a fixed point nucleus, in Hartree atomic units. The radial functions $u(r)$ have the inner product $\int u\,v\,dr$, on a grid of step 0.05 bohr with a hard wall at 30 bohr. The partial waves are 1s and 2s. Inside 3 bohr each smooth partner is $r$ times an even polynomial, joined to the true wave at four grid points. The projector functions are the combinations of $(1-r^2/r_c^2)^2\tilde\phi_j(r)$, with $r_c=3$ bohr and zero outside, that obey $\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}$; numbers below that involve $T$ beyond its action on $\tilde\phi_1$ and $\tilde\phi_2$ depend on this choice. Because the joining points are grid points, the smooth partners, and the numbers built on them, also belong to this step size: halving the step lowers $q_{11}$ (defined below) from 0.456 to 0.446 and $\det M$ from 2.41 to 2.35, and for vanishing spacing $q_{11}$ tends to 0.436. The radius is deliberately large, to make the effect easy to see. Here $\det M=2.41$, so $T$ is invertible.

These two states are themselves partial waves, and $T|\tilde\phi_i\rangle=|\tilde\phi_i\rangle+\sum_j|\Delta_j\rangle\delta_{ji}=|\phi_i\rangle$, so their pseudo orbitals are $\tilde\phi_1$ and $\tilde\phi_2$. Define
\begin{equation}
q_{ij}=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle ,
\end{equation}
to which only the sphere contributes. With $\langle\phi_i|\phi_j\rangle=\delta_{ij}$,
\begin{equation}
\langle\tilde\psi_i|\tilde\psi_j\rangle=\delta_{ij}-q_{ij}.
\label{plain}
\end{equation}
The computed values are $q_{11}=0.456$, $q_{12}=0.153$ and $q_{22}=0.046$. The pseudo 1s orbital has plain norm squared $1-0.456=0.544$, the pseudo 2s orbital $0.954$, and their plain overlap is $-0.153$. The missing norm is probability that the smooth functions do not carry inside the sphere.

\section{Sums over states and projectors}

\textbf{Q.} Suppose I keep all the pseudo orbitals, not just two. They span the space, so surely $\sum_n|\tilde\psi_n\rangle\langle\tilde\psi_n|=1$?

\textbf{A.} Spanning the space does not fix that sum. Insert $|\tilde\psi_n\rangle=T^{-1}|\psi_n\rangle$ and use completeness of the $\psi_n$:
\begin{equation}
\sum_n|\tilde\psi_n\rangle\langle\tilde\psi_n|
=T^{-1}\Big(\sum_n|\psi_n\rangle\langle\psi_n|\Big)(T^{-1})^\dagger
=(T^\dagger T)^{-1}=S^{-1}.
\label{complete}
\end{equation}
Multiplying by $S$ from the right gives the resolution of the identity, $\sum_n|\tilde\psi_n\rangle\langle\tilde\psi_n|S=1$. For a normalized trial function $g\propto r\,e^{-r^2/2}$ (with $r$ in bohr), the plain sum $\sum_n|\langle\tilde\psi_n|g\rangle|^2$ is 0.498, although no state has been left out. The sum $\sum_n\langle g|\tilde\psi_n\rangle\langle\tilde\psi_n|S|g\rangle$ is 1.000.

\textbf{Q.} Then what projects onto a chosen set of levels? I have been using $\tilde\rho=\sum_{n\in\mathrm{set}}|\tilde\psi_n\rangle\langle\tilde\psi_n|$.

\textbf{A.} The all-electron projector is $P=\sum_{n\in\mathrm{set}}|\psi_n\rangle\langle\psi_n|=T\tilde\rho T^\dagger$. Acting on pseudo functions it becomes
\begin{equation}
T^{-1}PT=T^{-1}T\tilde\rho T^\dagger T=\tilde\rho S .
\end{equation}
Its square is $T^{-1}P^2T=\tilde\rho S$, so $\tilde\rho S\tilde\rho=\tilde\rho$ after cancelling the invertible $S$ on the right. In general $\tilde\rho^2\neq\tilde\rho$.

For the two lowest levels, $\mathrm{Tr}\,\tilde\rho S=2.000$, while (\ref{plain}) gives $\mathrm{Tr}\,\tilde\rho=0.544+0.954=1.498$. This is a one-particle projector of rank two, not a two-electron atom.

The nonzero eigenvalues of $\tilde\rho$ are those of the $2\times2$ overlap matrix $1-q$, namely 0.493 and 1.005. The second exceeds one because $\det q=0.4563\times0.0461-0.1533^2\approx-0.002$ is negative, so $q$ has one negative eigenvalue. Neither number is an occupation.

\textbf{Q.} If I remove these levels from a trial vector with $1-\tilde\rho$, what stays behind?

\textbf{A.} Apply it to the pseudo 1s orbital, which should vanish. By (\ref{plain}),
\begin{equation}
(1-\tilde\rho)|\tilde\psi_1\rangle=|\tilde\psi_1\rangle-\sum_{j=1}^{2}|\tilde\psi_j\rangle(\delta_{j1}-q_{j1})
=q_{11}|\tilde\psi_1\rangle+q_{21}|\tilde\psi_2\rangle ,
\end{equation}
whose plain norm is 0.338. The operator $1-\tilde\rho S$ removes the orbital to rounding error. The price is that $\tilde\rho S$ is not Hermitian in the plain inner product: its adjoint is $S\tilde\rho$. It is an oblique projector and can lengthen a vector, here by a factor of up to 1.498 in plain norm.

\section{Traces and products}

\textbf{Q.} So every plain trace over pseudo quantities is wrong?

\textbf{A.} No. For an operator $A$ set $\tilde A=T^\dagger AT$. By cyclicity of the trace,
\begin{equation}
\mathrm{Tr}(PA)=\mathrm{Tr}(T\tilde\rho T^\dagger A)=\mathrm{Tr}(\tilde\rho\,T^\dagger AT)=\mathrm{Tr}(\tilde\rho\tilde A).
\end{equation}
This plain trace is correct. For $A=r$ it gives 7.50 bohr over 1s and 2s, equal to the all-electron sum. The electron count fits the same rule: the operator being averaged is the identity, whose transform is $T^\dagger 1\,T=S$, not 1.

\textbf{Q.} When does a trace need an extra factor, then?

\textbf{A.} When it contains one kind of object without its partner. Operators transform as $\tilde A=T^\dagger AT$, so $A=(T^{-1})^\dagger\tilde AT^{-1}$ and
\begin{equation}
\mathrm{Tr}\,A=\mathrm{Tr}\big(T^{-1}(T^{-1})^\dagger\tilde A\big)=\mathrm{Tr}(S^{-1}\tilde A).
\end{equation}
Density-type objects obey $P=T\tilde\rho T^\dagger$. The resolvent $G=(z-H)^{-1}$ belongs with them. With $\tilde H=T^\dagger HT$ we have $zS-\tilde H=T^\dagger(z-H)T$, so
\begin{equation}
\tilde G\equiv(zS-\tilde H)^{-1}=T^{-1}G(T^{-1})^\dagger,\qquad
\mathrm{Tr}\,G=\mathrm{Tr}(T\tilde GT^\dagger)=\mathrm{Tr}(S\tilde G).
\end{equation}
The following values refer to this channel, this box and this step (halving the step leaves 11.87 unchanged, moves $\mathrm{Tr}\,G$ by 0.01 hartree$^{-1}$, and changes the two plain traces to 21.17 and $-39.59$ hartree$^{-1}$). For $A=e^{-\beta H}$ with $\beta=2$ hartree$^{-1}$, the sum over levels and $\mathrm{Tr}(S^{-1}\tilde A)$ both give 11.87, whereas $\mathrm{Tr}\,\tilde A=21.98$. At $z=-0.3$ hartree, the sum over levels and $\mathrm{Tr}(S\tilde G)$ give $-38.04$ hartree$^{-1}$, whereas $\mathrm{Tr}\,\tilde G=-39.64$ hartree$^{-1}$. That error is 4\% of the correct value. The percentage depends on the chosen $z$ and on the box: the difference is $\mathrm{Tr}[(1-S)\tilde G]$ with $1-S$ confined to the sphere, so at this $z$ it hardly changes when the wall is moved out, while $|\mathrm{Tr}\,G|$ grows with the box. Inserting the eigenstates gives $\tilde G=\sum_n|\tilde\psi_n\rangle\langle\tilde\psi_n|/(z-\varepsilon_n)$, so $\mathrm{Tr}\,\tilde G=\sum_n\langle\tilde\psi_n|\tilde\psi_n\rangle/(z-\varepsilon_n)$. As $z$ approaches the 1s level the plain trace tends to 0.544 times the correct one.

\textbf{Q.} May I multiply transformed operators, say to get $r^2$ from $r$?

\textbf{A.} Only with $S^{-1}$ between them. Insert $1=TT^{-1}(T^{-1})^\dagger T^\dagger$, which holds because $TT^{-1}=1$ and $(T^{-1})^\dagger T^\dagger=(TT^{-1})^\dagger=1$:
\begin{equation}
T^\dagger ABT=(T^\dagger AT)\,T^{-1}(T^{-1})^\dagger\,(T^\dagger BT)=\tilde AS^{-1}\tilde B .
\end{equation}
For 1s the analytic value is $\langle r^2\rangle=4\int_0^\infty r^4e^{-2r}dr=3$ bohr$^2$. On the grid, $\langle\tilde\psi_1|\tilde AS^{-1}\tilde A|\tilde\psi_1\rangle=3.00$ bohr$^2$, but $\langle\tilde\psi_1|\tilde A^2|\tilde\psi_1\rangle=5.23$ bohr$^2$. The explicit sum $\sum_n|\langle\tilde\psi_n|\tilde A|\tilde\psi_1\rangle|^2$ also gives 3.00 bohr$^2$, since by (\ref{complete}) it contains $S^{-1}$ already.

\section{Linear response}

\textbf{Q.} In a response calculation I project the right-hand side onto the complement of the occupied state. Which projector belongs there?

\textbf{A.} Let $H\to H+\lambda A$, with $T$ independent of $\lambda$. If the atoms moved, $T$ would change and further terms would appear. Put $a=\langle\psi_1|A|\psi_1\rangle=\langle\tilde\psi_1|\tilde A|\tilde\psi_1\rangle$. At first order in $\lambda$, $(H-\varepsilon_1)|\delta\psi\rangle=-(A-a)|\psi_1\rangle$. Substitute $\psi=T\tilde\psi$ and multiply by $T^\dagger$:
\begin{equation}
(\tilde H-\varepsilon_1S)|\delta\tilde\psi\rangle
=-\tilde A|\tilde\psi_1\rangle+aS|\tilde\psi_1\rangle
=-(1-S\tilde\rho_1)\tilde A|\tilde\psi_1\rangle,
\end{equation}
with $\tilde\rho_1=|\tilde\psi_1\rangle\langle\tilde\psi_1|$. The factor $S$ stands on the left here, because the right-hand side has been multiplied by $T^\dagger$.

\textbf{Q.} What happens if I use $1-\tilde\rho_1$ instead?

\textbf{A.} The equation loses its solution whenever $q_{11}a\neq0$. Since $\langle\tilde\psi_1|(\tilde H-\varepsilon_1S)=0$, the right-hand side must have zero overlap with $\tilde\psi_1$. Yours, $|b\rangle=-\tilde A|\tilde\psi_1\rangle+a|\tilde\psi_1\rangle$, has
\begin{equation}
\langle\tilde\psi_1|b\rangle=-a+a(1-q_{11})=-q_{11}a=-0.4563\times1.5006=-0.685
\end{equation}
in bohr, for $A=r$.

\textbf{Q.} My solver would still return a number, because I add a term that lifts the singularity.

\textbf{A.} Suppose the added term is $\kappa S|\tilde\psi_1\rangle\langle\tilde\psi_1|S$. Write the solution as $|x\rangle=c|\tilde\psi_1\rangle+|x_\perp\rangle$ with $\langle\tilde\psi_1|S|x_\perp\rangle=0$. Then
\begin{equation}
(\tilde H-\varepsilon_1S)|x_\perp\rangle+\kappa c\,S|\tilde\psi_1\rangle=|b\rangle .
\end{equation}
Contracting with $\tilde\psi_1$ gives $\kappa c=-q_{11}a$, which does not depend on $\kappa$, so $x_\perp$ does not either.

The second-order energy follows from the $\lambda^2$ equation, $(H-\varepsilon_1)|\psi^{(2)}\rangle+(A-a)|\delta\psi\rangle=E_2|\psi_1\rangle$. Contracting with $\psi_1$ and choosing $\langle\psi_1|\delta\psi\rangle=0$ gives $E_2=\langle\psi_1|A|\delta\psi\rangle=\langle\tilde\psi_1|\tilde A|\delta\tilde\psi\rangle$. Putting your $x$ in place of $\delta\tilde\psi$ adds the spurious term $ca=-q_{11}a^2/\kappa$.

With the correct projector, $E_2=-1.503$ atomic units for $\kappa=1$ and $\kappa=2$ hartree, in agreement with finite differences of the all-electron level on the same grid. The last digit is grid error: without a grid $|\delta\psi\rangle=\tfrac12(3-r^2)|\psi_1\rangle$, so $E_2=\tfrac32\langle r\rangle-\tfrac12\langle r^3\rangle=\tfrac94-\tfrac{15}{4}=-\tfrac32$. With the plain projector the two results are $-1.677$ and $-1.163$. Their difference, $-0.514$, is $-0.456\times1.501^2\times(1-\tfrac12)$. A large $\kappa$ does not help: removing the spurious term leaves $-1.6771+1.0275=-0.650$, still wrong because $x_\perp$ was driven by the wrong vector.

\section{The overlap operator used in practice}

\textbf{Q.} The overlap operator I know is $S_c=1+\sum_{ij}|\tilde p_i\rangle q_{ij}\langle\tilde p_j|$. Is that your $T^\dagger T$?

\textbf{A.} Not without a condition. Let $\Pi=\sum_i|\tilde\phi_i\rangle\langle\tilde p_i|$, so that $\Pi+D=\sum_i|\phi_i\rangle\langle\tilde p_i|$. By the definition of $q_{ij}$,
\begin{align}
S_c-1&=(\Pi+D)^\dagger(\Pi+D)-\Pi^\dagger\Pi=\Pi^\dagger D+D^\dagger\Pi+D^\dagger D,\\
T^\dagger T-1&=D+D^\dagger+D^\dagger D,\\
T^\dagger T-S_c&=(1-\Pi^\dagger)D+D^\dagger(1-\Pi).
\end{align}
The functions produced by $D$ vanish outside the sphere. The difference therefore has no matrix elements between states that satisfy $\Pi\tilde\psi=\tilde\psi$ inside it, that is, states whose partial-wave expansion is complete there.

For orbitals normalized with $T^\dagger T$, $\langle\tilde\psi_n|S_c|\tilde\psi_n\rangle$ is 1 for 1s and 2s and 0.99995 for the third level. The largest deviation among levels 3 to 20 is at level 18, at 1.60 hartree, where the value is 0.993. The level number and the value depend on the box: with the wall at 40 bohr the largest deviation is at level 24, at 1.64 hartree, with the value 0.995.

\textbf{Q.} If my code solves its eigenproblem with $S_c$, which overlap goes into these rules?

\textbf{A.} For completeness and projectors, the one that normalizes your orbitals. If $S_c$ is positive definite (its smallest eigenvalue here is 0.878) and the Hamiltonian is Hermitian, a full set of eigenvectors, collected as columns of $X$, can be chosen with $X^\dagger S_cX=1$. Hence $XX^\dagger=S_c^{-1}$, and the completeness and projector rules hold with $S_c$. The reconstructed orbitals $TX$ are then orthonormal only as far as $S_c$ agrees with $T^\dagger T$. Sums over states then run over the levels of that eigenproblem, which need not be the all-electron ones. Hydrogen has no core, whereas a frozen-core setup is built to omit the core levels, so the equalities with all-electron traces shown above hold for $T^\dagger HT$ and $T^\dagger T$, not automatically for the compact operators. If all $q_{ij}$ vanish, the norm-conserving case, $S_c=1$ and the plain rules apply to those eigenvectors.

\textbf{Q.} Could I restore plain orthonormality without giving up the augmentation?

\textbf{A.} Yes, by using $U=TS^{-1/2}$. It satisfies $U^\dagger U=S^{-1/2}SS^{-1/2}=1$ and is invertible, so it is unitary. The orbitals $S^{1/2}|\tilde\psi_n\rangle=U^\dagger|\psi_n\rangle$ are orthonormal in the plain sense. Operators must then be transformed with the same map, $U^\dagger AU=S^{-1/2}\tilde AS^{-1/2}$. Combining these orbitals with $\tilde A$ would bring the error back. For the hydrogen example, the numerical check below tests the overlap, completeness, projector, trace, product and response relations with $S=T^\dagger T$, the expression for $T^\dagger T-S_c$, and the unitarity of $U$. It does not solve the eigenproblem with $S_c$ or transform operators with $U$.

\section*{Computed values}
\begin{verbatim}
grid step: 0.05000 bohr
wall radius: 30.00000 bohr
augmentation radius: 3.00000 bohr
1s level, all-electron: -0.49969 hartree
1s level, pseudo problem: -0.49969 hartree
2s level, all-electron: -0.12498 hartree
2s level, pseudo problem: -0.12498 hartree
det of <p_i|phi_j>: 2.41147
smallest eigenvalue of S: 0.89080
largest eigenvalue of S: 6.63129
q_11: 0.45628
q_12: 0.15333
q_22: 0.04614
plain norm squared of pseudo 1s: 0.54372
plain norm squared of pseudo 2s: 0.95386
plain overlap of pseudo 1s and 2s: -0.15333
Tr rho, plain: 1.49757
Tr rho S: 2.00000
smaller nonzero eigenvalue of rho: 0.49273
larger nonzero eigenvalue of rho: 1.00484
Frobenius norm of rho^2 - rho: 0.24999
norm of (1 - rho) on pseudo 1s: 0.33789
norm of (1 - rho S) on pseudo 1s: 4.3e-16
largest singular value of rho S: 1.49808
completeness sum for Gaussian, plain: 0.49845
completeness sum for Gaussian, with S: 1.00000
sum of <r> over 1s and 2s, all-electron: 7.50125 bohr
Tr(rho At) for r, plain trace: 7.50125 bohr
beta: 2.00000 1/hartree
Tr exp(-beta H), sum over levels: 11.87464
Tr exp(-beta H), with S^-1: 11.87464
Tr exp(-beta H), plain: 21.98012
resolvent energy z: -0.30000 hartree
Tr G, sum over levels: -38.03663 1/hartree
Tr G, with S: -38.03663 1/hartree
Tr G, plain: -39.63678 1/hartree
<r^2> in 1s, all-electron: 3.00250 bohr^2
<r^2> in 1s, sum over pseudo states: 3.00250 bohr^2
<r^2> in 1s, At S^-1 At: 3.00250 bohr^2
<r^2> in 1s, At At plain: 5.22804 bohr^2
<r> in 1s: 1.50063 bohr
E2 for lambda*r, finite difference: -1.50282 a.u.
E2, projector with S, pin 1: -1.50281 a.u.
E2, projector with S, pin 2: -1.50281 a.u.
E2, plain projector, pin 1: -1.67707 a.u.
E2, plain projector, pin 2: -1.16332 a.u.
<pseudo 1s|plain right side>: -0.68471 bohr
third level: -0.05542 hartree
compact-S norm squared, third level: 0.99995
worst level among 3 to 20: number 18
its energy: 1.59901 hartree
its compact-S norm squared: 0.99317
smallest eigenvalue of compact S: 0.87754
\end{verbatim}
